Current Selection Rule and Group Velocity for Lead Modes

Apart from special cases such as band edges, an electron wave of definite energy well inside a lead is a sum of modes, and its current is a double sum over pairs of modes. If all the cross terms survived, the current would depend on the relative phases of the modes, and a transmission could not be written as a sum of mode probabilities weighted by velocities. Orthogonality does not remove the cross terms, because the orbital vectors of different modes at one energy are in general not orthogonal. In the example below, two opposite travelling modes have an overlap of magnitude 0.95, yet their mutual current element vanishes. The reason is conservation of probability combined with translation symmetry.

**Setting and assumptions**

The lead is a periodic stack of identical layers with spacing a. Each layer has N orthonormal orbitals, and ψ_j is the column of N amplitudes on layer j. The Hermitian matrix H0 acts within a layer. Hopping joins nearest layers: B takes amplitudes from layer j+1 to layer j, and B† takes them back. Longer but finite hopping fits this form if several layers are grouped into one. B may be complex, so a magnetic field is allowed. The Schrödinger equation is

iħ dψ_j/dt = H0ψ_j + Bψ_{j+1} + B†ψ_{j−1}.  (1)

A mode at energy E is a solution c_j = λ^j u with λ finite and nonzero and u†u = 1. Inserting it and dividing by λ^j gives

M(λ)u = 0, M(λ) = E − H0 − λB − λ⁻¹B†.  (2)

If |λ| = 1, we write λ = e^{ika} and call the mode propagating. Otherwise it is evanescent: it decays to the right for |λ| < 1 and grows for |λ| > 1.

**Lemma 1: the current across a bond**

The rightward probability current between layers j and j+1 is J_j(ψ,ψ), where

J_j(φ,ψ) = (i/ħ)[φ_j†Bψ_{j+1} − φ_{j+1}†B†ψ_j].  (3)

Proof. Take a normalizable state and let P be the probability to the right of the bond, the sum of ψ_l†ψ_l over l > j. Equation (1) has the form dψ/dt = −(i/ħ)Hψ, so

dP/dt = 2 Re Σ_{l>j} ψ_l†(dψ_l/dt) = (2/ħ) Im Σ_{l>j} ψ_l†(Hψ)_l.

The terms ψ_l†H0ψ_l are real. A bond with both ends to the right of the cut contributes ψ_l†Bψ_{l+1} and its complex conjugate, whose sum is real. The one term without its conjugate is ψ_{j+1}†B†ψ_j, from the bond that is cut. Writing z = ψ_j†Bψ_{j+1}, we have

dP/dt = (2/ħ) Im z* = −(2/ħ) Im z = (i/ħ)(z − z*).

This is J_j(ψ,ψ). A gain on the right is a positive current, which fixes the sign. ∎

The expression is local, so it also gives the current of extended waves. For a sum ψ = Σ_n α_n c^(n) of modes, linearity in the second argument and antilinearity in the first give

J_j(ψ,ψ) = Σ_{m,n} α_m* α_n J_j(m,n).  (4)

Conjugating (3) shows that J_j(φ,ψ)* = J_j(ψ,φ), so the matrix of elements is Hermitian.

**Lemma 2: an identity for two energies**

Let φ and ψ solve the stationary lead equation at energies E′ and E, which may be complex. Then

J_j(φ,ψ) − J_{j−1}(φ,ψ) = (i/ħ)(E − E′*) φ_j†ψ_j.  (5)

Proof. From (3), the element on the preceding bond is

J_{j−1}(φ,ψ) = (i/ħ)[φ_{j−1}†Bψ_j − φ_j†B†ψ_{j−1}].

Subtract it and collect the terms containing φ_j† and those containing ψ_j:

J_j − J_{j−1} = (i/ħ)[φ_j†(Bψ_{j+1} + B†ψ_{j−1}) − (Bφ_{j+1} + B†φ_{j−1})†ψ_j].

The stationary equations replace the first bracket by (E − H0)ψ_j and the second by (E′ − H0)φ_j. Since H0 is Hermitian, its two contributions cancel:

φ_j†(E − H0)ψ_j − φ_j†(E′* − H0)ψ_j = (E − E′*)φ_j†ψ_j. ∎

Now let φ be mode m at energy E′ and ψ mode n at energy E, and define p = λ_m*λ_n. Both terms of (3) contain the factor p^j, so

J_j(m,n) = p^j J(m,n),
J(m,n) = (i/ħ)[λ_n u_m†Bu_n − λ_m* u_m†B†u_n].  (6)

Here J(m,n) without an index refers to the bond between layers 0 and 1. At j = 0, the left side of (5) is (1 − 1/p)J(m,n). Multiplication by p gives

(p − 1) J(m,n) = (i/ħ)(E − E′*) p u_m†u_n.  (7)

**Theorem**

(a) For two modes at the same real energy, J(m,n) = 0 unless λ_m*λ_n = 1.

(b) For a propagating mode n on a nondegenerate band E(k), the group velocity is

v = (1/ħ) dE/dk = a J(n,n) = −(2a/ħ) Im(λ u†Bu).  (8)

**Proof of (a), and what it permits**

For E′ = E real, the right side of (7) is zero. Hence (p − 1)J(m,n) = 0, and J(m,n) can differ from zero only if p = 1. The overlap u_m†u_n has dropped out, so no orthogonality was needed. ∎

The physical content is visible in (6). The cross term varies along the lead as p^j, but in a stationary state no probability accumulates on a layer. A term that must vary and must also be constant is zero.

The condition p = 1 means λ_n = 1/λ_m*: the two factors have equal phases and reciprocal magnitudes. This leaves the following cases.

- A propagating mode has 1/λ_m* = λ_m. It can couple in the current to itself and to modes with the same λ, but not to a propagating mode with another λ or to an evanescent mode.
- A single evanescent mode has p = |λ|² ≠ 1 and carries no current.
- A decaying mode can couple to a growing mode with λ_n = 1/λ_m*. Their superposition can carry current although neither does so alone. This is how a current crosses a barrier of finite length, where both kinds of wave are present.

**Lemma 3: when the permitted element is nonzero**

The theorem gives a necessary condition. If B is invertible and all roots λ are simple, a converse holds: each mode has one partner with λ_n = 1/λ_m*, and J(m,n) is then nonzero. There are also as many propagating modes with v > 0 as with v < 0.

Proof. At real E, the adjoint of M(λ) is

M(λ)† = E − H0 − λ*B† − (1/λ*)B = M(1/λ*).

Thus det M(1/λ*) is the complex conjugate of det M(λ), and 1/λ* is a root whenever λ is. The polynomial λ^N det M(λ) has degree 2N, with leading coefficient (−1)^N det B and constant term (−1)^N det B†. Both are nonzero, so there are 2N nonzero roots, distinct by assumption.

A solution is fixed by its pair Ψ = (ψ_0, ψ_1), because B can be inverted to find the next layer. Shifting by one layer is therefore a linear map on a space of dimension 2N. The mode pairs (u, λu) are its eigenvectors with distinct eigenvalues, and so they form a basis. In terms of pairs,

J_0(φ,ψ) = Φ†KΨ, K = (i/ħ) [[0, B], [−B†, 0]].

K is Hermitian, and it is invertible because B is. If mode m had a zero element with its partner, part (a) would make its elements with all basis vectors zero. Then KΦ_m = 0, which contradicts invertibility.

For the count, changing the sign of the second half of every pair changes K into −K. Its eigenvalues therefore come in pairs ±κ, N positive and N negative. A change of basis preserves these numbers of signs. In the mode basis, each propagating mode gives a single diagonal element J(n,n), which has the sign of v by part (b). Each evanescent pair gives a block with zero diagonal and eigenvalues ±|J(m,n)|, one of each sign. The propagating modes must therefore also divide equally. ∎

**Proof of (b)**

Take two propagating modes on the same nondegenerate band, at wave numbers k′ and k, with energies E′ = E(k′) and E = E(k). Now p = e^{i(k−k′)a}, and for k ≠ k′ close together (7) gives

J(k′,k) = (i/ħ)(E − E′) p u(k′)†u(k)/(p − 1).

Because the band is nondegenerate, the phase of u(k) can be chosen so that u is continuous. As k′ → k, the overlap and p tend to 1, while p − 1 = i(k − k′)a to first order. The factors i cancel:

J(k,k) = (1/ħa) dE/dk.

A packet built from waves e^{i(kja − Et/ħ)} is centred where the derivative of the phase with respect to k vanishes, at ja = (t/ħ)dE/dk. Its velocity is thus aJ(k,k). Finally, (6) with m = n gives

J(n,n) = (i/ħ)[λu†Bu − (λu†Bu)*] = (i/ħ)(2i) Im(λu†Bu) = −(2/ħ) Im(λu†Bu),

which completes (8). ∎

The factor a has a plain meaning. With u†u = 1 there is unit probability per layer, hence a density 1/a, and current equals density times velocity.

A second derivation starts from the Bloch matrix H(k) = H0 + e^{ika}B + e^{−ika}B†. In the derivative of E = u†H(k)u, the terms from du/dk add up to E d(u†u)/dk = 0. What remains is

dE/dk = u†(dH/dk)u = ia[λu†Bu − λ*u†B†u] = −2a Im(λu†Bu),

in agreement with (8). The real part of the same expectation value enters the energy instead:

E = u†H0u + 2 Re(λu†Bu).  (9)

For one orbital with B = −t, u = 1 and on-site energy zero, these formulas give E = −2t cos ka and v = (2at/ħ) sin ka, as they should.

**Remark 1: band edges and crossings**

At a band extremum dE/dk = 0, so J(n,n) = 0 although p = 1. This does not contradict Lemma 3. For λ = e^{ika}, det M is the product of E − E_b(k) over the bands b, and at an extremum one factor vanishes at least quadratically in k. The root λ is then not simple.

If d orthonormal vectors u_m share one λ on the unit circle, all their mutual elements are permitted. By (6),

ħa J(m,n) = u_m†(dH/dk)u_n.

This is the matrix that first-order degenerate perturbation theory diagonalizes when k is shifted slightly. Its eigenvalues are the slopes of the bands that meet there. In the basis of its eigenvectors the cross terms vanish, and each mode has a definite velocity.

**Remark 2: consequence for the scattering matrix**

Let a scatterer with a Hermitian Hamiltonian be attached to semi-infinite leads, with no evanescent wave growing away from it. Each evanescent mode that remains then lacks its partner and contributes nothing to (4). Choose velocity-diagonal modes where λ is shared, and exclude energies at which a propagating mode has v = 0. This happens at band edges, but it can also happen inside a band. The current in each lead becomes Σ_n |α_n|²v_n/a.

In a stationary state the probability inside the scatterer is constant, so the total incoming and outgoing currents are equal. With amplitudes rescaled by √(|v_n|/a), this reads

Σ_out |β_n|² = Σ_in |α_n|².

The matrix S defined by β = Sα preserves the norm of every incoming vector, hence S†S = 1. Under the conditions of Lemma 3 the numbers of incoming and outgoing modes agree, so S is square and unitary. Without the velocity factors, this relation between amplitudes would in general fail when the modes have different speeds.

**Remark 3: where the rule fails**

If the energies differ, (7) permits cross terms with p ≠ 1. They oscillate in time and accompany a changing probability on the layers. If H0 is not Hermitian, its terms in Lemma 2 leave −φ_j†(H0 − H0†)ψ_j, which acts as a source or sink.

A useful case is a complex energy E + iη with small η > 0. For one mode with itself, E − E′* becomes 2iη and p = |λ|², so (7) reads

(|λ|² − 1)J(n,n) = −(2η/ħ)|λ|².

For a mode that is propagating at η = 0 with v ≠ 0, the leading order is |λ|² − 1 ≈ −2ηa/(ħv). A right-moving mode thus acquires |λ| < 1 and a left-moving one |λ| > 1, which identifies the direction of motion. Overlapping orbitals are not covered by the formulas given here.

**Worked example**

Take two orbitals per layer and the model matrices

H0 = [[0, w], [w, D]], B = [[−t1, g], [0, −t2]],

with t1 = 1.0, t2 = 0.5, D = 2.0, w = 0.4 and g = 0.3 eV, at E = 0.5 eV and a = 0.5 nm. With x = λ + 1/λ, the diagonal elements of M are E + t1x and E − D + t2x. The off-diagonal ones are −(w + gλ) and −(w + g/λ), whose product is w² + g² + wgx. Setting the determinant to zero gives

(0.5 + x)(−1.5 + 0.5x) − 0.25 − 0.12x = 0,
0.5x² − 1.37x − 1 = 0,
x = 1.37 ± √(1.37² + 2) = −0.599 or 3.339.

Each x gives two values of λ through λ² − xλ + 1 = 0. For x = −0.599, |x| < 2 and 2 cos ka = x, so the modes propagate with ka = ±1.875. For x = 3.339 the roots are real and reciprocal, λ = 0.333 and 3.006.

The right-moving mode has u = (0.9736, −0.1678 + 0.1549i) and λ = −0.2995 + 0.9541i. The three nonzero elements of B give

u†Bu = −t1|u_1|² + g u_1*u_2 − t2|u_2|² = −1.0229 + 0.0452i eV.

Multiplication by λ gives

λu†Bu = 0.2632 − 0.9895i eV.

The imaginary part determines the velocity:

v = 2(0.5 nm)(0.9895 eV)/(0.6582 eV fs) = 1.503 nm/fs = 1.503 × 10⁶ m/s.

The real part can be checked with (9). Here u†H0u = 2w Re(u_1*u_2) + D|u_2|² = −0.1307 + 0.1043 = −0.0264 eV, and adding 2(0.2632) eV returns E = 0.500 eV.

The numerical slope of the band gives the same velocity to the printed digits. A wave packet 20 layers wide drifts at 1.5029 nm/fs, lower by 0.03 per cent. A packet averages v over its spread in ka, whose standard deviation is 1/40. For a single cosine band, where the second derivative of v with respect to ka is −v, this average lowers v by the fraction (1/40)²/2 ≈ 0.03 per cent. The present band is not a pure cosine, so this is an estimate of the size of the effect.

For the right and left modes, p = −0.8206 + 0.5715i. Their overlap has magnitude 0.9535, but their current element vanishes to rounding error. The largest forbidden element in the example is 5.5 × 10⁻¹⁶ per fs, against 3.007 per fs for a propagating mode with itself.

The decaying and growing modes have p = 1 and |J| = 1.957 per fs. Since their λ and u are real, (6) makes this element purely imaginary. Add the two with unit amplitudes. In phase, the cross terms 2 Re J(m,n) cancel and the current is zero. With both vectors u taken with positive components and the amplitude of the growing mode multiplied by i (a phase of 90°), the current is 2 × 1.9565 = 3.913 per fs, the same on the three bonds examined, while each mode changes by a factor of three per layer. These rates belong to waves with unit mode amplitudes on layer 0, not to one normalized electron.

For a crossing, two uncoupled chains with hoppings t1 and t2 are shifted to the same energy at ka = 1, and their orbitals are rotated by 30°. The matrix ħJ in the rotated orbital basis has diagonal elements 1.473 and 1.052 eV and off-diagonal element 0.364 eV. Its eigenvalues are

1.2622 ± √(0.2104² + 0.3644²) = 1.683 and 0.841 eV,

which are the slopes dE/d(ka) of the two bands. The diagonal elements alone would give wrong velocities.

The rule was also tested on 20 random complex leads with four orbitals per layer. Each mode had one partner, and the forbidden elements vanished within rounding error. The numerical output lists the largest forbidden element and the smallest allowed one.

Values computed for the example and the checks

```
Inputs: t1=1.0, t2=0.5, D=2.0, w=0.4, g=0.3, E=0.5 eV; a=0.5 nm
hbar = 0.658212 eV fs
Roots x = lam+1/lam: -0.59898, 3.33898
right: lam = -0.29949 +0.95410i, |lam| = 1.00000
  u = (0.97358, -0.16780 +0.15486i)
left: lam = -0.29949 -0.95410i, |lam| = 1.00000
  u = (0.97358, -0.16780 -0.15486i)
decaying: lam = 0.33263 +0.00000i, |lam| = 0.33263
  u = (0.12910, +0.99163 +0.00000i)
growing: lam = 3.00636 +0.00000i, |lam| = 3.00636
  u = (0.32116, +0.94702 +0.00000i)
Pairs m,n: conj(lam_m)*lam_n ; |u_m^dag u_n| ; |J(m,n)| in 1/fs
  right,right: 1.0000 +0.0000i ; 1.0000 ; 3.00673
  right,left: -0.8206 +0.5715i ; 0.9535 ; 0.00000
  right,decaying: -0.0996 -0.3174i ; 0.1589 ; 0.00000
  right,growing: -0.9004 -2.8684i ; 0.2125 ; 0.00000
  left,left: 1.0000 +0.0000i ; 1.0000 ; 3.00673
  left,decaying: -0.0996 +0.3174i ; 0.1589 ; 0.00000
  left,growing: -0.9004 +2.8684i ; 0.2125 ; 0.00000
  decaying,decaying: 0.1106 +0.0000i ; 1.0000 ; 0.00000
  decaying,growing: 1.0000 +0.0000i ; 0.9806 ; 1.95654
  growing,growing: 9.0382 +0.0000i ; 1.0000 ; 0.00000
Largest forbidden |J| in example = 5.5e-16 1/fs
Right mode: ka = 1.87496 rad, k = 3.74991 1/nm
u^dag B u = -1.02294 +0.04523i eV
lam u^dag B u = 0.26321 -0.98953i eV
v from hopping = 1.50337 nm/fs = 1.5034e+06 m/s
v from band slope = 1.50337 nm/fs
v from wave packet = 1.50290 nm/fs
Packet: 300 layers, width 20 layers, time 19.746 fs
Decaying+growing, phase 0 deg, current on bonds 0,1,2: 0.00000, 0.00000, 0.00000 1/fs
Decaying+growing, phase 90 deg, current on bonds 0,1,2: 3.91308, 3.91308, 3.91308 1/fs
Crossing bands: ka = 1.0 rad, E = -1.08060 eV, rotation 30 deg
  hbar*J matrix: diagonal 1.47257, 1.05184 eV, off-diagonal 0.36437 eV
  its eigenvalues: 0.84147, 1.68294 eV
  band slopes dE/d(ka): 0.84147, 1.68294 eV
Random leads: 20 with 4 orbitals, 66 propagating modes
  largest forbidden element (scaled) = 7.3e-14 eV
  smallest allowed element (scaled) = 3.3e-02 eV
```
